# Square-root law for methyl radicals in metal-organic pyrolysis, part 1

(Sections cited here and not found follow in the second part.)

## The square-root law, its approach and its lag

Suppose that a hot gas contains a precursor which now and then breaks apart and sets one methyl radical free, and that a methyl can disappear in one way, by meeting another methyl and forming ethane. Let the gas have settled, so that as many radicals are lost per second as are made. Now raise the precursor concentration fourfold. Four times as many radicals are made per second, so four times as many must be lost. Doubling the radical concentration is enough, because each radical then meets partners twice as often and there are twice as many radicals to do the meeting. Four times the precursor therefore supports twice the methyl.

If a methyl could instead be lost alone, say by sticking to a wall, a fourfold loss would need a fourfold concentration. The square root thus comes from a source of first order balanced by a loss of second order.

To make this quantitative, take a metal trimethyl, $\mathrm{M(CH_3)_3}$, and let $P$ be its concentration and $R$ that of methyl, both in mol/m³. The gas is uniform and at one temperature. The first metal–carbon bond breaks in a unimolecular step,

$$
\mathrm{M(CH_3)_3}\rightarrow \mathrm{M(CH_3)_2}+\mathrm{CH_3},
$$

with $k_iP$ events per volume and time. The constant $k_i$ has the unit 1/s. Methyls recombine by

$$
\mathrm{CH_3}+\mathrm{CH_3}\rightarrow\mathrm{C_2H_6},
$$

with $k_rR^2$ events per volume and time. Here $k_r$ counts events, not radicals. Each event removes two methyls, so the loss of methyl is $2k_rR^2$. If a constant is defined by the loss of radicals instead, it equals $2k_r$, and the factor 2 must not be written again.

Both constants can depend on the total gas density, because energy is exchanged in collisions. I assume that an inert carrier gas in large excess fixes that density, so that changing $P$ leaves $k_i$ and $k_r$ unchanged.

The fragment $\mathrm{M(CH_3)_2}$ needs attention, since it can release a second methyl or recapture the first. Let its concentration be $D$, let $k_f$ be the constant for release of the second methyl, and let $k_b$ be the constant for recapture, which restores the precursor. The remaining fragment $\mathrm{MCH_3}$ is taken to neither release nor capture methyl. Then

$$
\frac{dD}{dt}=k_iP-k_fD-k_bRD .
$$

The fragment relaxes at the rate $k_f+k_bR$. If this is fast compared with changes in $R$ and $P$, the left side may be set to zero, which gives

$$
D=\frac{k_iP}{k_f+k_bR}.
$$

The net supply $S$ of methyl from the precursor and its fragment contains the first release, the second release and the recapture:

$$
\begin{aligned}
S&=k_iP+k_fD-k_bRD\\
&=k_iP\left[1+\frac{k_f-k_bR}{k_f+k_bR}\right]
=\frac{2k_iP}{1+\kappa},\qquad \kappa=\frac{k_bR}{k_f}.
\end{aligned}
$$

In the last step the two terms were put over the common denominator $k_f+k_bR$. The numerator becomes $2k_f$, and division by $k_f$ gives the form shown. When $\kappa\ll1$, the second methyl leaves long before a radical can be recaptured, and each initiation supplies two methyls. If the fragment is instead inert, each initiation supplies one. Both cases are covered by

$$
S=\nu k_iP,
$$

where $\nu$ is the number of methyls promptly released per initiation. The opening example had $\nu=1$; the prompt loss of two methyls has $\nu=2$.

The methyl balance is now

$$
\frac{dR}{dt}=\nu k_iP-2k_rR^2 .
$$

In the steady state the left side vanishes. Solving for the positive root gives

$$
\boxed{R_s=\sqrt{\frac{\nu k_iP}{2k_r}}}
$$

At fixed temperature and carrier density everything under the root except $P$ is constant, so $R_s\propto P^{1/2}$.

This state is also the one that the balance reaches. For $0\le R<R_s$ the supply exceeds the loss and $R$ rises; for $R>R_s$ the loss exceeds the supply and $R$ falls. There is one non-negative steady value, and it is stable.

For a worked example I use round parameters for a generic trimethyl, not data for a named compound. The temperature is $T=800$ K, the precursor partial pressure is $p=10$ Pa, and $k_r=2.0\times10^7$ m³/(mol s). With $R_g$ the gas constant, the ideal-gas law gives

$$
P=\frac{p}{R_gT}=1.503\times10^{-3}\ \text{mol/m}^3 .
$$

The initiation constant follows from a prefactor $A=10^{15}$ 1/s and an activation energy $E=250$ kJ/mol:

$$
k_i=A\exp\left(-\frac{E}{R_gT}\right)=4.753\times10^{-2}\ \text{1/s}.
$$

With $\nu=2$,

$$
\begin{aligned}
R_s&=\sqrt{\frac{2(4.753\times10^{-2})(1.503\times10^{-3})}
{2(2.0\times10^7)}}\ \text{mol/m}^3\\
&=1.89\times10^{-6}\ \text{mol/m}^3 ,
\end{aligned}
$$

or $1.14\times10^{18}$ radicals per m³. There is about one methyl for every 800 precursor molecules.

The law can be tested without assuming a steady fragment or setting $\nu=2$ in advance. For this, the equations for $D$ and $R$ were integrated in time from zero radicals, with $k_f=1.0\times10^6$ 1/s and $k_b=2.0\times10^7$ m³/(mol s), at held $P$. The final values are compared with $R_s$ below, both in units of $10^{-6}$ mol/m³.

| $p$ (Pa) | integrated | formula |
|---:|---:|---:|
| 0.1 | 0.18902 | 0.18903 |
| 1 | 0.59775 | 0.59775 |
| 10 | 1.8902 | 1.8903 |
| 100 | 5.9771 | 5.9775 |
| 1000 | 18.899 | 18.903 |

The extra digits serve the comparison; the model parameters do not warrant them as a prediction. A straight line through the logarithms has slope 0.49998.

The small deficit at high pressure is due to recapture. With the full supply $S$, the steady balance reads

$$
\frac{2k_iP}{1+\kappa}=2k_rR^2,
\qquad\text{so}\qquad
R=\frac{R_s}{\sqrt{1+\kappa}}\simeq R_s\left(1-\frac{\kappa}{2}\right)
$$

for small $\kappa$. At 10 Pa, $\kappa=3.8\times10^{-5}$. At 1000 Pa it is ten times larger, because $R$ is ten times larger, and the predicted deficit is about $1.9\times10^{-4}$ of $R_s$. A separate numerical test confirmed that the deficit at that pressure has the size given by this formula.

If recapture became frequent, the order itself would change. Taking logarithms of $R^2(1+\kappa)=k_iP/k_r$ and differentiating, with $\kappa\propto R$, gives

$$
\left(2+\frac{\kappa}{1+\kappa}\right)\frac{d\ln R}{d\ln P}=1,
\qquad
\frac{d\ln R}{d\ln P}=\frac{1+\kappa}{2+3\kappa}.
$$

This falls from $1/2$ at small $\kappa$ to $1/3$ at large $\kappa$. The cube-root limit holds within this mechanism, in which fragments do not react with each other. It shows why prompt release of the second methyl is a real condition when $\nu=2$.

A steady value is useful only if the gas stays hot long enough to reach it. Start with $R=0$ and hold $P$ fixed. Since $\nu k_iP=2k_rR_s^2$, the balance can be written

$$
\frac{dR}{dt}=2k_r(R_s^2-R^2).
$$

Let $x=R/R_s$ and define

$$
\tau=\frac{1}{2k_rR_s}=\frac{1}{\sqrt{2\nu k_rk_iP}} .
$$

The second form follows on inserting $R_s$. Division of the balance by $R_s$ gives $dx/dt=(1-x^2)/\tau$. Separating the variables and using partial fractions,

$$
\begin{aligned}
\frac{t}{\tau}&=\int_0^x\frac{du}{1-u^2}
=\frac12\int_0^x\left(\frac1{1-u}+\frac1{1+u}\right)du\\
&=\frac12\ln\frac{1+x}{1-x}.
\end{aligned}
$$

Exponentiating and solving for $x$ gives

$$
x=\frac{e^{2t/\tau}-1}{e^{2t/\tau}+1},
\qquad
R(t)=R_s\tanh\frac{t}{\tau}.
$$

The time $\tau$ is also the mean life of a methyl in the steady state: the amount present, $R_s$, divided by the loss rate, $2k_rR_s^2$, is $1/(2k_rR_s)$.

In the example $2k_rR_s=75.6$ 1/s and $\tau=13.2$ ms. The integrated mechanism gives $R/R_s=0.7616$ at $t=\tau$, in agreement with $\tanh1$. To reach 99 percent of the steady value takes

$$
t_{99}=\frac{\tau}{2}\ln\frac{1.99}{0.01}=35.0\ \text{ms}.
$$

At times much shorter than $\tau$, but, when $\nu=2$, still much longer than the fragment life $1/k_f$, $\tanh(t/\tau)\simeq t/\tau$ and $R\simeq\nu k_iPt$. The concentration is then linear in $P$, because radicals have been made but have hardly begun to recombine. Since $\tau\propto P^{-1/2}$, a gas with little precursor needs longer to enter the square-root regime. At 0.1 Pa the time $\tau$ is ten times that at 10 Pa, about 0.13 s. A series of measurements at one short residence time can therefore be steady at its high-pressure end and still developing at its low-pressure end.

The other time condition concerns the precursor. Without a feed, and with fission as its one loss,

$$
P(t)=P_0e^{-k_it}.
$$

The value $R_s(t)$ calculated from the current $P(t)$ falls as $e^{-k_it/2}$, so $dR_s/dt=-k_iR_s/2$. The real concentration lags behind it. After the initial rise is over, write $R=R_s(1+\eta)$ with $|\eta|\ll1$. The two sides of the methyl balance become

$$
\begin{aligned}
\frac{dR}{dt}&=-\frac{k_iR_s}{2}(1+\eta)+R_s\frac{d\eta}{dt},\\
2k_r(R_s^2-R^2)&=-2k_rR_s^2(2\eta+\eta^2).
\end{aligned}
$$

To leading order the first line is $-k_iR_s/2$ and the second is $-4k_rR_s^2\eta$. Equating them yields

$$
\eta=\frac{k_i}{8k_rR_s}=\frac{k_i\tau}{4}.
$$

This $\eta$ varies as $R_s^{-1}$, so $d\eta/dt=k_i\eta/2$. The omitted terms are hence smaller than those kept by a factor of order $k_i\tau$, and the approximation is consistent. The sign is positive because the radicals still reflect the slightly richer gas of a moment earlier.

At the start of the example $k_i\tau=6.3\times10^{-4}$. One precursor lifetime, 21 s, lowers $P$ by the factor $e$ and raises $\tau$ by $\sqrt e$. The predicted relative excess is then $2.591\times10^{-4}$, and direct integration of this methyl balance gives the same value to four digits. Recapture, left out of this balance, lowers $R$ by the fraction $\kappa/2$, about $1.1\times10^{-5}$ at that time, so with the fragment and its recapture included the excess is about $2.48\times10^{-4}$. The square root of the current precursor concentration is thus followed closely while the precursor decays.

The same small number measures how rare the radicals are. From $\nu k_iP=R_s/\tau$ it follows that

$$
\frac{R_s}{P}=\nu k_i\tau .
$$

With $\nu$ of order one, a methyl concentration far below that of the precursor and a methyl life far below the precursor lifetime are one condition. It fails in the far tail of a batch decay, since $\tau$ grows as $P^{-1/2}$. In the example $k_i\tau$ reaches one when $P/P_0=(6.3\times10^{-4})^2$, about $4\times10^{-7}$. At that point the source is still about two thirds of the loss, but it then dies away faster than the loss does. Some eight precursor lifetimes later it is below 2 percent of the loss. Once it is negligible,

$$
\frac{dR}{dt}\simeq-2k_rR^2
\quad\Longrightarrow\quad
\frac1{R(t)}=\frac1{R(t_1)}+2k_r(t-t_1),
$$

where $t_1$ is a time in this last regime. The methyl left over decays as a power of time while the precursor decays exponentially, so the square-root relation between them is lost.

Temperature enters mainly through $k_i$. Define the apparent activation energy by $E_R=R_gT^2\,d\ln R_s/dT$, and let $k_r$ be independent of temperature in this model. At fixed concentration $P$, the root halves the logarithmic slope of $k_i$ and $E_R=E/2$, or 125 kJ/mol. At fixed partial pressure, $P\propto1/T$ adds $-R_gT/2$, about $-3$ kJ/mol, which gives 122 kJ/mol. The halving has the same origin as the square root in $P$: a stronger source also shortens the life of each radical.

When methyl is supplied in proportion to the precursor and lost only by recombination, its steady concentration follows the square root of the precursor concentration, and it keeps close to that value during slow depletion as long as $k_i\tau\ll1$. What remains is to see how other losses, attack on the precursor, changing rate constants and adduct formation alter the measured order.
